# Jellium-Slab Self-Consistency: Subband Filling, Charge Sloshing and Kerker Mixing

## Definitions and conventions

A slab of uniform positive background, density $\bar n$, fills $|z|<L/2$. Vacuum of width $b$ lies on each side, so the box has length $D=L+2b$. The electrons neutralize the background. They are treated in the local-density approximation (LDA), without spin polarization and at zero temperature.

Rydberg atomic units are used: $\hbar=1$, $2m=1$, $e^2=2$. The kinetic operator is then $-\nabla^2$ and the repulsion of two electrons is $2/r$. Lengths are in bohr, energies in Ry. Further symbols are

- $v(z)$, the Kohn-Sham potential, and $F[v]$, the potential computed from the density that $v$ produces;
- $n_+(z)$, the background density, with $\bar n=3/(4\pi r_s^3)$ and $k_F=(3\pi^2\bar n)^{1/3}$;
- $k_{TF}$, the Thomas-Fermi wavenumber, $k_{TF}^2=4k_F/\pi$;
- $\alpha$, the mixing parameter in $v\leftarrow v+\alpha(F[v]-v)$, called plain mixing.

## Subbands and their filling

The potential depends on $z$ alone, so the orbitals are $\psi_i(z)e^{i\mathbf k\cdot\mathbf r_\parallel}$ with energy $\varepsilon_i+k^2$, where

$$-\psi_i''+v\psi_i=\varepsilon_i\psi_i,\qquad \int\psi_i^2\,dz=1 .$$

States with $k^2<\mu-\varepsilon_i$ are filled. Per unit area there are $2/(2\pi)^2$ states, spin included, per unit area of $\mathbf k$ space. The filled disc has area $\pi(\mu-\varepsilon_i)$, so

$$f_i=\frac{\mu-\varepsilon_i}{2\pi},\qquad n(z)=\sum_{i=1}^{M}f_i\,\psi_i^2(z).$$

No in-plane mesh is needed. Neutrality, $\sum_i f_i=\bar nL$, gives for $M$ occupied subbands

$$\mu_M=\frac1M\Big(2\pi\bar nL+\sum_{i=1}^M\varepsilon_i\Big).$$

To find $M$, note that $\mu_{M+1}=(M\mu_M+\varepsilon_{M+1})/(M+1)$ is a weighted mean. If $\mu_M>\varepsilon_{M+1}$, then $\mu_{M+1}>\varepsilon_{M+1}$ too, and the next subband has a positive filling. One therefore raises $M$ from 1 and stops at the first $M$ with $\mu_M\le\varepsilon_{M+1}$.

## Output potential on the grid

The potential energy of an electron obeys $v_H''=-8\pi(n-n_+)$, since $4\pi e^2=8\pi$. A neutral set of charged sheets has no field outside, so $v_H'=0$ at both box ends. With $N$ points at cell centres, $z_j=-D/2+(j+\tfrac12)h$ and $j=0,\dots,N-1$, the functions $\cos[\pi m(j+\tfrac12)/N]$ satisfy this condition. They are eigenvectors of minus the three-point second difference, with eigenvalues

$$q_m^2=\frac{2-2\cos(\pi m/N)}{h^2}.$$

Hence each cosine coefficient of $v_H$ is $8\pi/q_m^2$ times that of $n-n_+$. The $m=0$ coefficient is an arbitrary constant, set to zero. The same second difference serves for the kinetic energy, with $\psi_i=0$ just beyond the box.

Exchange has energy per electron $-\frac{3}{2\pi}(3\pi^2n)^{1/3}$. For correlation the Wigner form is $-0.88/s$ with $s=r_s+7.8$, where $r_s$ now belongs to the local density. The potential is the derivative of $n$ times the energy per electron. Since $n\,d/dn=-(r_s/3)\,d/dr_s$,

$$v_{xc}=-2\Big(\frac{3n}{\pi}\Big)^{1/3}-0.88\Big(\frac1s+\frac{r_s}{3s^2}\Big).$$

One more derivative gives the kernel used in the Newton step below:

$$f_{xc}=\frac{dv_{xc}}{dn}=-\frac{2}{3n}\Big(\frac{3n}{\pi}\Big)^{1/3}-\frac{2(0.88)}{9n}\,\frac{r_s(2r_s+7.8)}{s^3}.$$

The output potential is $F[v]=v_H+v_{xc}$. The work function is the electrostatic potential energy in the vacuum minus $\mu$.

## What one mixing step does to an error

Let $v=v^*+d$, where $v^*=F[v^*]$. To first order the density changes by $\chi d$, and $F$ by $K\chi d$. Here $K=v_C+f_{xc}$, and $v_C$ is the operator $8\pi/q^2$. Thus

$$d\leftarrow d+\alpha(K\chi d-d)=(1-\alpha A)d,\qquad A=1-K\chi .$$

The response $\chi$ follows from perturbation theory. For a small potential $u$ with matrix elements $u_{ij}$,

$$\delta n=\sum_{i\le M}\delta f_i\,\psi_i^2+2\sum_{i\le M}f_i\sum_{j\ne i}\frac{u_{ij}}{\varepsilon_i-\varepsilon_j}\psi_i\psi_j .$$

For two occupied subbands, the terms $(i,j)$ and $(j,i)$ combine to the factor $2(f_i-f_j)/(\varepsilon_i-\varepsilon_j)=-2/(2\pi)$, because $f_i-f_j=-(\varepsilon_i-\varepsilon_j)/2\pi$. That is $-1/2\pi$ per ordered pair. For $i$ occupied and $a$ empty the factor is $2f_i/(\varepsilon_i-\varepsilon_a)$, or $-w_{ia}/2\pi$ per ordered pair, with $w_{ia}=(\mu-\varepsilon_i)/(\varepsilon_a-\varepsilon_i)\le1$. The diagonal terms are $\delta f_i=(\delta\mu-u_{ii})/2\pi$, and charge conservation requires $\delta\mu=\frac1M\sum_{i\le M}u_{ii}$. With $\rho_M=\sum_{i\le M}\psi_i^2$, the sum is

$$\chi(z,z')=-\frac1{2\pi}\sum_{ij}w_{ij}\,\psi_i(z)\psi_j(z)\psi_i(z')\psi_j(z')+\frac{\rho_M(z)\rho_M(z')}{2\pi M},$$

where $w_{ij}=1$ if both subbands are occupied and 0 if both are empty.

The operator $|\chi|=-\chi$ has no negative eigenvalue, because the last term can at most cancel the diagonal part of the first: $(\sum_{i\le M}u_{ii})^2\le M\sum_{i\le M}u_{ii}^2$. The nonzero eigenvalues of $K|\chi|$ are those of the symmetric operator $|\chi|^{1/2}K|\chi|^{1/2}$, so the eigenvalues $\lambda$ of $A=1+K|\chi|$ are real. If they are also positive, as for the four thicknesses of the worked example, where the lowest is 0.92, errors decay when $|1-\alpha\lambda|<1$ for all of them:

$$0<\alpha<2/\lambda_{\max}.$$

Plain mixing of densities has $1-\chi K$ in place of $1-K\chi$. The two products share their nonzero eigenvalues, so the limit on $\alpha$ is the same.

## Why the largest eigenvalue grows as $L^2$

For a thick slab and a slowly varying potential, local Thomas-Fermi response is the leading approximation. From $n=k_F^3/3\pi^2$ and a local Fermi energy $k_F^2$, the density of states is $N_0=dn/d(k_F^2)=k_F/2\pi^2$. Inside the slab

$$\chi d=-N_0(d-\langle d\rangle),$$

where $\langle d\rangle$ is the mean over the slab, supplied by the shift of $\mu$. Outside, $\chi d=0$. Neglect $f_{xc}$ first. An eigenvector obeys $(\lambda-1)d=-v_C\chi d$ up to a constant. Differentiating twice, with $(v_Cg)''=-8\pi g$, gives inside the slab

$$(\lambda-1)\,d''=-8\pi N_0(d-\langle d\rangle)=-k_{TF}^2(d-\langle d\rangle).$$

Outside, $d''=0$, and the zero field at the box ends makes $d$ flat there. Since $d'$ is continuous, $d'=0$ at $z=\pm L/2$. The solutions are $d-\langle d\rangle\propto\cos[q(z+L/2)]$ with $q=m\pi/L$, and therefore

$$\lambda_m=1+\Big(\frac{k_{TF}L}{m\pi}\Big)^2,\qquad m=1,2,\dots$$

The worst mode, $m=1$, is odd: it moves charge from one half of the slab to the other, most strongly near the faces. The two powers of $L$ have a simple origin. A given charge moved across the slab makes a potential difference proportional to $L$, and the charge that this potential displaces is again proportional to $L$. If $\alpha\lambda_1>2$, each correction overshoots by more than the error it corrects, and the charge swings with growing amplitude.

In this model a constant $f_{xc}$ adds $N_0f_{xc}$ to each $\lambda_m$, which leaves the $L^2$ term unchanged. The real surface and the finite number of subbands alter the effective thickness.

## Kerker mixing

In the bulk Thomas-Fermi metal $A$ is the number $1+k_{TF}^2/q^2$. Its inverse suggests the filter

$$v\leftarrow v+\alpha P(F[v]-v),\qquad P=\frac{q^2}{q^2+q_0^2}.$$

In the metal the eigenvalues become $(q^2+k_{TF}^2)/(q^2+q_0^2)$, which equal 1 when $q_0=k_{TF}$. If $q_0$ is smaller, they rise to $k_{TF}^2/q_0^2$ at long wavelength and $\alpha$ must be reduced. The constant component of the potential does not affect the density. It is mixed with $P=1$ so that it also settles.

For the finite slab, a bound can be derived when $f_{xc}$ is neglected (the random-phase approximation, RPA). On non-constant functions $P$ and $v_C$ commute. The change of basis by $(Pv_C)^{1/2}$ turns $PA=P(1+v_C|\chi|)$ into the symmetric operator

$$P+S|\chi|S,\qquad S^2=Pv_C=\frac{8\pi}{q^2+q_0^2}\le\frac{8\pi}{q_0^2}.$$

It remains to bound $|\chi|$. Drop the charge-conserving term, which lowers $|\chi|$, and use $w_{ij}\le1$. For any $u$,

$$\int u|\chi|u\le\frac1{2\pi}\,2\sum_{i\le M}\sum_j u_{ij}^2=\frac1\pi\int\rho_M u^2\,dz,$$

where the last step is completeness of the $\psi_j$. With $P\le1$ this gives

$$\lambda_{\max}(PA)\le1+\frac{8\max\rho_M}{q_0^2}.$$

In the interior of a thick slab $\rho_M$ is about $M/L\approx k_F/\pi$. Its maximum, near a surface, is somewhat larger but also levels off as the slab thickens, and so does the bound. In RPA, Kerker mixing of densities has the same spectrum, because $v_C^{-1}P(1-v_C\chi)v_C=P(1-\chi v_C)$.

## The slow mode that Kerker mixing creates

In the vacuum there is no response and $A$ is close to 1. The filter, designed for a metal, there suppresses corrections that should be accepted in full. In the Thomas-Fermi step model take an odd eigenvector, for which $\langle d\rangle=0$, and multiply $PAd=\lambda d$ by $q^2+q_0^2$, that is by $-\partial_z^2+q_0^2$:

$$-d''+k^2(z)\,d=\lambda(-d''+q_0^2d),$$

with $k^2=k_{TF}^2$ inside and 0 outside. Set $q_0=k_{TF}$. Inside, the equation reduces to $(1-\lambda)(-d''+k_{TF}^2d)=0$, so $d\propto\sinh k_{TF}z$ for $\lambda<1$. Outside, $-(1-\lambda)d''=\lambda q_0^2d$. At distance $x$ from the slab edge the solution with zero slope at the box end is $\cos[q(b-x)]$, where

$$q^2=\frac{\lambda q_0^2}{1-\lambda}\quad\Longrightarrow\quad\lambda=\frac{q^2}{q^2+q_0^2}.$$

Matching $d'/d$ at the edge gives $q\tan qb=k_{TF}\coth(k_{TF}L/2)$, and the coth is close to 1 for a thick slab. For wide vacuum put $qb=\pi/2-\delta$. Then $\tan qb\approx1/\delta$, so $\delta\approx q/k_{TF}$ and $q\approx\pi/[2(b+1/k_{TF})]$. Therefore

$$\sqrt{\frac1\lambda-1}=\frac{q_0}{q}\approx\frac{2q_0}{\pi}\Big(b+\frac1{k_{TF}}\Big).$$

The slow eigenvalue falls as $b^{-2}$, and the number of iterations grows as $b^2$. Kerker mixing thus removes the dependence on slab thickness and introduces one on vacuum width. The box should be no wider than the density tail requires.

## Algorithm and cost

```
input: r_s, L, b, h, q0 = k_TF, alpha, tolerance
v = square well, deep enough to bind the electrons
repeat
    lowest subbands of -d2/dz2 + v   (tridiagonal)
    M = 1
    while mu_M > e_(M+1): M = M + 1
    n = sum over i <= M of (mu - e_i)/(2 pi) psi_i^2
    F = Hartree(n - n_plus) + v_xc(n)
    R = F - v
    if max|R| < tolerance: stop
    cosine-transform R
    multiply by q^2/(q^2 + q0^2), constant by 1
    transform back
    v = v + alpha R
```

If the cost of finding $M$ subbands on $N$ points is taken as proportional to $NM$, it grows as $L^2$ at fixed spacing. Fast cosine transforms add $N\log N$. In plain mixing $\alpha$ must stay below $2/\lambda_{\max}$, while the weakly screened modes, those of short wavelength and those lying mostly in the vacuum, have $\lambda$ near 1 and so lose only a fraction of order $1/\lambda_{\max}$ of their error per step. For a starting error with a fixed share in these modes, the number of iterations is therefore proportional to $\lambda_{\max}$, that is to $L^2$ for a thick slab, which makes $L^4$ in total. If that share shrinks as the slab thickens, the count grows more slowly. Kerker mixing at fixed $b$ leaves $L^2$.

For a tight solution a few Newton steps can follow. Requiring $F[v+d]=v+d$ to first order gives $Ad=F[v]-v$, and $v$ is replaced by $v+d$. Building $\chi$ from full matrices costs of order $MN^3$, so this suits small grids.

## Worked example

Take model jellium with $r_s=3$ bohr, so that $\bar n=0.008842$ bohr$^{-3}$, $k_F=0.640$ bohr$^{-1}$ and $k_{TF}=q_0=0.9025$ bohr$^{-1}$. The spacing is $h=0.3$ bohr and, unless stated otherwise, $b=9$ bohr.

**The solution.** For $L=24$ bohr five subbands are occupied. Measured from the vacuum their energies are $-0.6508$, $-0.6106$, $-0.5447$, $-0.4557$ and $-0.3482$ Ry, with sum $-2.6100$ Ry. The areal density is $0.21221$ bohr$^{-2}$, so

$$\mu=\frac{2\pi(0.21221)-2.6100}{5}=\frac{1.3334-2.6100}{5}=-0.2553\ \text{Ry}.$$

This lies below the sixth subband at $-0.2316$ Ry, as it must. The work function is $0.255$ Ry, or $3.47$ eV. Halving $h$ changes it by less than $10^{-4}$ Ry. The vacuum width matters more: widening $b$ from 9 to 18 bohr raises it by about $4\times10^{-4}$ Ry, to $3.48$ eV.

An independent check comes from force balance in a half-space. Let $e_b(n)$ be the bulk energy per electron, $\frac35k_F^2$ plus exchange and correlation. The electron pressure deep inside, $\bar n^2e_b'(\bar n)$, pushes the surface electrons outward and is balanced by the electrostatic force, $\int n\,v_H'\,dz$. Poisson's equation gives $\int(n-n_+)v_H'dz=-\frac1{16\pi}[v_H'^2]=0$, since the field vanishes at both ends. So $n$ may be replaced by $n_+$, and

$$v_H(\text{edge})-v_H(\text{bulk})=\bar n\,e_b'(\bar n),$$

the Budd-Vannimenus relation. A thick slab should approach it. At $L=96$ bohr the left side, with the bulk value averaged about the slab centre, is $0.0546$ Ry; the right side is $0.0543$ Ry.

**Sloshing.** The largest eigenvalues of $A$ are

| $L$ (bohr) | $\lambda_{\max}$ | $2/\lambda_{\max}$ |
|---|---|---|
| 12 | 16.4 | 0.122 |
| 24 | 56.0 | 0.0357 |
| 48 | 206.6 | 0.0097 |
| 96 | 793.3 | 0.0025 |

Between the last two, $\sqrt{\lambda_{\max}-1}$ rises with slope $0.2877$ bohr$^{-1}$, against $k_{TF}/\pi=0.2873$ bohr$^{-1}$. The effective thickness $\pi\sqrt{\lambda_{\max}-1}/k_{TF}$ exceeds $L$ by 1.7 to 2.0 bohr. This excess combines the effects of the surface, the subbands and exchange-correlation, which were not separated.

At $L=24$ bohr and $\alpha=0.1$, well above the limit, the error factor should be $1-0.1(56.02)=-4.60$. Started from an odd error of $10^{-6}$ Ry, the actual iteration gives dipoles per area of $-3.27\times10^{-6}$, $1.48\times10^{-5}$, $-6.84\times10^{-5}$ and so on, reaching $6.67\times10^{-3}$ electrons/bohr at the sixth step. The last ratio is $-4.60$.

**Kerker mixing.** No eigenvalue of $PA$ exceeds 1.000 in modulus, to the digits printed, at any of the four thicknesses. The constant component itself contributes an eigenvalue of 1. The RPA bound, 3.2 to 3.3, is safe but loose. The lowest eigenvalue stays between 0.0409 and 0.0415.

Iterations were counted from a fixed smooth displacement of the solution, about $0.01$ Ry at its largest, to an error of $10^{-5}$ Ry. Each scheme used 0.9 of its largest stable $\alpha$:

| $L$ (bohr) | plain | Kerker |
|---|---|---|
| 12 | 53 | 82 |
| 24 | 171 | 84 |
| 48 | 545 | 85 |
| 96 | not run | 88 |

For the thinnest slab, at this vacuum width, plain mixing is the faster scheme, because the vacuum mode costs more than the sloshing it replaces. The Kerker count can be estimated from that mode. With $\alpha=1.8$ its error factor is $1-1.8(0.0409)=0.926$, and a reduction by 1000 takes $6.9/0.0765\approx90$ steps. From 24 to 48 bohr the plain count grows by 3.2 while $\lambda_{\max}$ grows by 3.7. The count also depends on how the initial displacement is shared among the modes, so the two ratios need not agree.

**Vacuum width.** At $L=24$ bohr the lowest Kerker eigenvalue is 0.0409, 0.0103 and 0.0025 for $b=9$, 18 and 36 bohr. Each doubling of $b$ divides it by about four. The slope of $\sqrt{1/\lambda-1}$ between the last two widths is $0.566$ bohr$^{-1}$, against $2q_0/\pi=0.575$ bohr$^{-1}$. The step model itself gives 0.029 at $b=9$ bohr, which is too low by about 30% of the computed value: it predicts the trend with $b$ better than the eigenvalue in a narrow vacuum.

## Stability and failure modes

**A symmetric start hides the instability.** If $v$ is even, the odd $m=1$ mode is absent apart from rounding errors. For $\alpha$ between $2/\lambda_1$ and $2/\lambda_2$ the residual first falls, and then rises as the rounding error is amplified. A small odd part in the starting potential makes the rise appear much earlier.

**A subband edge at the chemical potential.** When $\varepsilon_{M+1}$ crosses $\mu$, the density is continuous but $\chi$ jumps, since a new diagonal term appears and $M$ changes. The linear error analysis then holds on each side separately, and a Newton step that crosses the edge was computed with the response of the side it left, so it is less accurate than usual.

**Negative densities.** If densities are mixed instead of potentials, the filtered residual is $R-q_0^2(-\partial_z^2+q_0^2)^{-1}R$. Its second term reaches into the vacuum with either sign, where it can exceed the tiny density present. The cube root in $v_{xc}$ then needs a guard. Potential mixing avoids this, because each density is a sum of squares with positive weights.

**Loss of neutrality.** The cosine solution discards the $m=0$ charge. A filling error would thus be replaced silently by a uniform compensating charge, so $\sum_if_i=\bar nL$ should be checked in the code.

The numerical check compares the actual nonlinear iteration with the eigenvalues of $A$ and $PA$.

## Computed results

```
r_s = 3.0 bohr, density = 0.008842 bohr^-3
k_F = 0.6397 1/bohr, k_F^2 = 0.4092 Ry
k_TF = q0 = 0.9025 1/bohr
grid spacing = 0.30 bohr, vacuum b = 9.0 bohr
L=24 bohr: areal density = 0.21221 bohr^-2
L=24 bohr: same from k-mesh count = 0.21219 bohr^-2
L=24 bohr: subband, energy from vacuum (Ry), filling (bohr^-2)
  1  -0.6508  0.06294
  2  -0.6106  0.05654
  3  -0.5447  0.04606
  4  -0.4557  0.03188
  5  -0.3482  0.01478
first empty subband from vacuum = -0.2316 Ry
work function, h=0.30 bohr: 0.2553 Ry = 3.474 eV
work function, h=0.15 bohr: 0.2554 Ry = 3.474 eV
L=96 bohr: edge minus centre potential = 0.0546 Ry
bulk n d(energy)/dn = 0.0543 Ry
Thomas-Fermi step model L=24: top eigenvalue 48.542, formula 48.536
step model, Kerker lowest 0.02879, formula 0.02885
Plain: L (bohr), subbands, top, lowest, max alpha, eff. L (bohr)
  12  3  16.43  0.919  0.12171  13.67
  24  5  56.02  0.923  0.03570  25.82
  48  10  206.57  0.921  0.00968  49.91
  96  20  793.30  0.921  0.00252  97.98
slope of sqrt(top-1), L=48 to 96: 0.2877 1/bohr
k_TF/pi = 0.2873 1/bohr
Kerker: L (bohr), top, lowest, RPA top, RPA bound
  12  1.000  0.0415  1.000  3.325
  24  1.000  0.0409  1.000  3.198
  48  1.000  0.0410  1.000  3.222
  96  1.000  0.0409  1.000  3.245
L=24, alpha=0.1: output dipole per area (electrons/bohr), steps 1-6
  -3.27e-06  1.48e-05  -6.84e-05  3.15e-04  -1.45e-03  6.67e-03
growth factor = -4.6024, 1 - alpha*top = -4.6024
Kerker alpha=1: decay factor 0.9591, 1-lowest 0.9591
Iterations to 1e-5 Ry: L (bohr), plain, Kerker
  12  53  82
  24  171  84
  48  545  85
  96  not run  88
L=24 to 48: count ratio 3.19, top ratio 3.69
Vacuum at L=24: b (bohr), Kerker lowest eigenvalue
  9  0.04088
  18  0.01028
  36  0.00249
slope of sqrt(1/lowest-1), b=18 to 36: 0.5661 1/bohr
2 q0/pi = 0.5746 1/bohr
```
